# Quantum defect of a weak short-range potential and its energy slope: a program that tests the result

```python
"""
Result under test (atomic units, energies from the ionisation threshold):
an electron in -1/r + V(r), V weak and of finite range, has levels
-1/(2 (n-mu)^2) with mu(E) = - integral V f(E,r)^2 dr, where f^2 = A phi^2,
phi = regular Coulomb solution starting as 2^(l+1) r^(l+1)/(2l+1)!,
A = product over j=1..l of (1 + 2 E j^2).
The slope d mu/dE at E=0 is an integral over Bessel functions of sqrt(8r).
Square wells V = -depth for r < radius provide exact defects, because the
inner solution is phi at the shifted energy E + depth.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, yv, eval_genlaguerre

mp.mp.dps = 30
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def integrate(function, radius):
    r = 0.5 * radius * (NODES + 1)
    return 0.5 * radius * float(np.sum(WEIGHTS * function(r)))


def regular(l, energy, r):
    """phi and its r-derivative from the power series."""
    one = energy * 0 + 1
    start = one * 2**(l + 1) / math.factorial(2 * l + 1)
    previous, current = one * 0, one
    value, derivative = 0, 0
    for k in range(70):
        value = value + current * r**(l + 1 + k)
        derivative = derivative + (l + 1 + k) * current * r**(l + k)
        following = -(2 * current + 2 * energy * previous) / (
            (k + 1) * (k + 2 * l + 2))
        previous, current = current, following
    return start * value, start * derivative


def norm_factor(l, energy):
    result = energy * 0 + 1
    for j in range(1, l + 1):
        result *= 1 + 2 * energy * j * j
    return result


def decaying(l, nu, r):
    """Scaled Whittaker function, decaying at large r, and r-derivative."""
    x = 2 * r / nu
    order = mp.mpf(2 * l + 1) / 2
    w = mp.whitw(nu, order, x)
    w_next = mp.whitw(nu + 1, order, x)
    scale = nu**(l + 1) / mp.gamma(nu + l + 1)
    slope = (2 / nu) * ((x / 2 - nu) * w - w_next) / x
    return scale * w, scale * slope


def threshold_square(l, r):
    return 2 * r * jv(2 * l + 1, np.sqrt(8 * r))**2


def norm_slope(l):
    return l * (l + 1) * (2 * l + 1) / 3


def wave_slope_density(l, r):
    z = np.sqrt(8 * r)
    w = (-(l + 1) * r * jv(2 * l + 3, z)
         + math.sqrt(2) / 3 * r**1.5 * jv(2 * l + 4, z))
    return 4 * r * jv(2 * l + 1, z) * w


def slope_density(l, r):
    return norm_slope(l) * threshold_square(l, r) + wave_slope_density(l, r)


def first_order(l, energy, depth, radius):
    return depth * norm_factor(l, energy) * integrate(
        lambda r: regular(l, energy, r)[0]**2, radius)


def first_slope(l, depth, radius):
    return depth * integrate(lambda r: slope_density(l, r), radius)


def exact_defect(l, n, depth, radius):
    """Match inner and decaying outer solutions; secant search for mu."""
    depth, radius = mp.mpf(depth), mp.mpf(radius)

    def mismatch(mu):
        nu = n - mu
        u, du = regular(l, -1 / (2 * nu**2) + depth, radius)
        t, dt = decaying(l, nu, radius)
        return u * dt - du * t

    x0 = mp.mpf(first_order(l, -0.5 / n**2, float(depth), float(radius)))
    x1 = x0 * mp.mpf('1.01')
    y0, y1 = mismatch(x0), mismatch(x1)
    for _ in range(25):
        if y1 == y0:
            break
        x2 = x1 - y1 * (x1 - x0) / (y1 - y0)
        x0, y0, x1 = x1, y1, x2
        if abs(x1 - x0) < mp.mpf(10)**(-16) * abs(x1):
            return x1
        y1 = mismatch(x1)
    raise AssertionError("defect search did not converge")


def exact_slope(l, depth, radius, n_low=60, n_high=120):
    m1 = exact_defect(l, n_low, depth, radius)
    m2 = exact_defect(l, n_high, depth, radius)
    e1, e2 = -1 / (2 * (n_low - m1)**2), -1 / (2 * (n_high - m2)**2)
    return float((m2 - m1) / (e2 - e1))


# Normalised hydrogen functions against the smooth continuation.
points = np.array([0.3, 1.0, 3.0])
for l in range(4):
    assert np.allclose(regular(l, 0.0, points)[0]**2,
                       threshold_square(l, points), rtol=1e-9)
    for n in (4, 7):
        def radial(r):
            return (r**(l + 1) * np.exp(-r / n)
                    * eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * r / n))
        norm = quad(lambda r: radial(r)**2, 0, 40 * n, limit=400,
                    epsabs=0, epsrel=1e-10)[0]
        energy = -0.5 / n**2
        assert np.allclose(n**3 * radial(points)**2 / norm,
                           norm_factor(l, energy)
                           * regular(l, energy, points)[0]**2, rtol=1e-7)


# Closed slope density against differences of true continuum functions.
def continuum_square(l, energy, r):
    k = mp.sqrt(2 * mp.mpf(energy))
    wave = mp.re(mp.coulombf(l, -1 / k, k * mp.mpf(r)))
    return float(2 / (mp.pi * k) * wave**2)


for l in range(4):
    for r in (0.3, 1.0, 3.0):
        base, step = float(threshold_square(l, r)), 2e-4
        full = (continuum_square(l, step, r) - base) / step
        half = (continuum_square(l, step / 2, r) - base) / (step / 2)
        formula = float(slope_density(l, r))
        assert abs(2 * half - full - formula) < 1e-4 * (abs(formula) + base)

# Wronskian of regular and decaying solutions, and the large-nu limit.
for l in range(3):
    nu, r = mp.mpf('5.3'), mp.mpf(1)
    energy = -1 / (2 * nu**2)
    p, dp = regular(l, energy, r)
    t, dt = decaying(l, nu, r)
    expected = -2 / mp.pi * mp.sin(mp.pi * (nu - l)) / norm_factor(l, energy)
    assert abs(p * dt - dp * t - expected) < 1e-15 * abs(expected)
    nu = mp.mpf('100.3')
    angle = math.pi * (float(nu) - l)
    limit = -math.sqrt(2) * (math.cos(angle) * jv(2 * l + 1, math.sqrt(8))
                             + math.sin(angle) * yv(2 * l + 1, math.sqrt(8)))
    assert abs(float(decaying(l, nu, r)[0]) - limit) < 5e-3 * abs(limit)

# Exact sine relation for a well that is not weak.
for l in range(3):
    n, depth, radius = 6, 0.5, 1.0
    mu = exact_defect(l, n, depth, radius)
    nu = n - mu
    energy = -1 / (2 * nu**2)
    inner = regular(l, energy + mp.mpf(depth), mp.mpf(radius))[0]
    factor = float((-1)**(n - l - 1)
                   * decaying(l, nu, mp.mpf(radius))[0] / inner)
    e = float(energy)
    overlap = integrate(lambda r: regular(l, e, r)[0]
                        * regular(l, e + depth, r)[0], radius)
    right = math.pi * norm_factor(l, e) * depth * factor * overlap
    assert abs(float(mp.sin(mp.pi * mu)) / right - 1) < 1e-9


# First-order error: linear in depth, and steady along the series.
def relative_error(l, n, depth, radius):
    exact = float(exact_defect(l, n, depth, radius))
    return first_order(l, -0.5 / n**2, depth, radius) / exact - 1


for l in range(4):
    ratio = (relative_error(l, 20, 0.002, 1.0)
             / relative_error(l, 20, 0.001, 1.0))
    assert abs(ratio - 2) < 0.03
series_n = (5, 10, 40, 120)
series_errors = [relative_error(0, n, 0.05, 1.0) for n in series_n]
assert (max(series_errors) - min(series_errors)
        < 0.2 * max(abs(x) for x in series_errors))

# Slope of exact defects for a very weak well.
for l in range(4):
    assert abs(exact_slope(l, 0.001, 1.0)
               / first_slope(l, 0.001, 1.0) - 1) < 0.01

# Phase shift above threshold, where the exponential factor matters.
k = mp.mpf(2)
for l in (0, 1):
    depth, radius = mp.mpf('0.0001'), mp.mpf(1)
    u, du = regular(l, k**2 / 2 + depth, radius)

    def wave_f(r):
        return mp.re(mp.coulombf(l, -1 / k, k * r))

    def wave_g(r):
        return mp.re(mp.coulombg(l, -1 / k, k * r))

    tangent = -((u * mp.diff(wave_f, radius) - du * wave_f(radius))
                / (u * mp.diff(wave_g, radius) - du * wave_g(radius)))
    born = first_order(l, 2.0, 1e-4, 1.0) / (1 - math.exp(-math.pi))
    assert abs(float(mp.atan(tangent)) / math.pi / born - 1) < 1e-3

# Very short range: the two contributions to slope/defect.
for l in range(4):
    a = 0.001
    wave_part = (integrate(lambda r: wave_slope_density(l, r), a)
                 / integrate(lambda r: threshold_square(l, r), a))
    assert abs(wave_part / (-2 * a * a / (2 * l + 5)) - 1) < 0.01

# Well radius at which the slope first changes sign.
crossing = {}
for l in (1, 2, 3):
    grid = np.linspace(0.2, 40, 400)
    values = np.array([first_slope(l, 1.0, a) for a in grid])
    assert values[0] > 0 and np.any(values < 0)
    i = int(np.argmax(values < 0))
    crossing[l] = brentq(lambda a: first_slope(l, 1.0, a),
                         grid[i - 1], grid[i])
assert exact_slope(1, 1e-4, 0.9 * crossing[1]) > 0
assert exact_slope(1, 1e-4, 1.1 * crossing[1]) < 0

# Worked example.
depth, radius = 0.05, 1.0
print(f"well depth = {depth} hartree, radius = {radius} bohr")
for l in range(4):
    mu0 = first_order(l, 0.0, depth, radius)
    mu20 = first_order(l, -0.5 / 20**2, depth, radius)
    slope = first_slope(l, depth, radius)
    print(f"l={l}: integral of f^2 at E=0 = {mu0 / depth:.6e} per hartree")
    print(f"  first-order defect at E=0 = {mu0:.6e}")
    print(f"  first-order defect at n=20 = {mu20:.6e}")
    print(f"  exact defect at n=20 = "
          f"{float(exact_defect(l, 20, depth, radius)):.6e}")
    print(f"  first-order slope at E=0 = {slope:.6e} per hartree")
    print(f"  exact slope, n=60 to 120 = "
          f"{exact_slope(l, depth, radius):.6e} per hartree")
    print(f"  slope/defect = {slope / mu0:.5f}, "
          f"short-range limit = {norm_slope(l):.0f} per hartree")
for n, error in zip(series_n, series_errors):
    print(f"l=0, n={n}: first-order relative error = {100 * error:.3f} %")
for l in (1, 2, 3):
    print(f"l={l}: slope changes sign at radius {crossing[l]:.4f} bohr")

n, l = 10, 1
energy = -0.5 / n**2
mu_first = first_order(l, energy, depth, radius)
mu_linear = (first_order(l, 0.0, depth, radius)
             + first_slope(l, depth, radius) * energy)
mu_exact = float(exact_defect(l, n, depth, radius))
shift_first = -mu_first / n**3
shift_exact = -0.5 / (n - mu_exact)**2 - energy
to_wavenumber = constants.value("hartree-inverse meter relationship") / 100
print(f"10p unperturbed energy = {energy:.6f} hartree")
print(f"10p defect, first order = {mu_first:.6e}")
print(f"10p defect, threshold value plus slope = {mu_linear:.6e}")
print(f"10p defect, exact = {mu_exact:.6e}")
print(f"10p shift, first order = {shift_first:.5e} hartree"
      f" = {shift_first * to_wavenumber:.5f} cm^-1")
print(f"10p shift, exact = {shift_exact:.5e} hartree"
      f" = {shift_exact * to_wavenumber:.5f} cm^-1")
strong = float(exact_defect(0, 20, 0.5, radius))
strong_first = first_order(0, -0.5 / 20**2, 0.5, radius)
print(f"depth 0.5 hartree, l=0, n=20: exact defect = {strong:.6f}, "
      f"first order = {strong_first:.6f}")
print(f"  relative error = {100 * (strong_first / strong - 1):.2f} %")
print("verified")
```

Printed output:

```
well depth = 0.05 hartree, radius = 1.0 bohr
l=0: integral of f^2 at E=0 = 2.600684e-01 per hartree
  first-order defect at E=0 = 1.300342e-02
  first-order defect at n=20 = 1.301044e-02
  exact defect at n=20 = 1.286988e-02
  first-order slope at E=0 = -5.616843e-03 per hartree
  exact slope, n=60 to 120 = -5.619798e-03 per hartree
  slope/defect = -0.43195, short-range limit = 0 per hartree
l=1: integral of f^2 at E=0 = 3.759164e-02 per hartree
  first-order defect at E=0 = 1.879582e-03
  first-order defect at n=20 = 1.875592e-03
  exact defect at n=20 = 1.907347e-03
  first-order slope at E=0 = 3.190704e-03 per hartree
  exact slope, n=60 to 120 = 3.241361e-03 per hartree
  slope/defect = 1.69756, short-range limit = 2 per hartree
l=2: integral of f^2 at E=0 = 3.507906e-04 per hartree
  first-order defect at E=0 = 1.753953e-05
  first-order defect at n=20 = 1.732571e-05
  exact defect at n=20 = 1.742532e-05
  first-order slope at E=0 = 1.713620e-04 per hartree
  exact slope, n=60 to 120 = 1.723356e-04 per hartree
  slope/defect = 9.77004, short-range limit = 10 per hartree
l=3: integral of f^2 at E=0 = 7.106150e-07 per hartree
  first-order defect at E=0 = 3.553075e-08
  first-order defect at n=20 = 3.430601e-08
  exact defect at n=20 = 3.440705e-08
  first-order slope at E=0 = 9.882527e-07 per hartree
  exact slope, n=60 to 120 = 9.899965e-07 per hartree
  slope/defect = 27.81401, short-range limit = 28 per hartree
l=0, n=5: first-order relative error = 1.078 %
l=0, n=10: first-order relative error = 1.090 %
l=0, n=40: first-order relative error = 1.093 %
l=0, n=120: first-order relative error = 1.093 %
l=1: slope changes sign at radius 2.4708 bohr
l=2: slope changes sign at radius 6.0273 bohr
l=3: slope changes sign at radius 10.8253 bohr
10p unperturbed energy = -0.005000 hartree
10p defect, first order = 1.863602e-03
10p defect, threshold value plus slope = 1.863629e-03
10p defect, exact = 1.895162e-03
10p shift, first order = -1.86360e-06 hartree = -0.40901 cm^-1
10p shift, exact = -1.89570e-06 hartree = -0.41606 cm^-1
depth 0.5 hartree, l=0, n=20: exact defect = 0.113412, first order = 0.130104
  relative error = 14.72 %
verified
```
